# Steady Electromigration in a Closed Isothermal Melt: Voltage, Not Length: a numerical check

```python
"""Electromigration against diffusion of a dilute species in a closed melt.

Result under test: at uniform temperature T the steady end-to-end ratio is
    c(cathode end) / c(anode end) = exp(u),   u = Z e V / (k T),
with Z the effective charge number (electron wind included) and V the voltage
across the melt. It depends on V but not on the melt length L. The slowest
relaxation time, L^2 / (D (pi^2 + u^2/4)), does depend on L.
D is the diffusivity. Internal units: nm, ns, V, K; x runs from anode to cathode.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

KB = k / e                            # Boltzmann constant, V/K (same as eV/K)
LORENZ = np.pi**2 / 3 * KB**2         # Wiedemann-Franz Lorenz number, V^2/K^2

# Round model inputs in the rough regime of a molten Ge-Sb-Te line cell
temperature = 900.0                   # K
length = 50.0                         # nm
voltage = 0.1                         # V
diffusivity_cm2_s = 3e-5              # cm^2/s
diffusivity = diffusivity_cm2_s * 1e14 / 1e9   # nm^2/ns
charge = 0.5                          # effective charge number
mean_percent = 1.0                    # at.%
resistivity = 1e-3                    # ohm cm
pulse = 50.0                          # ns
soret = 1e-3                          # 1/K, assumed size
end_difference = 50.0                 # K, cathode end hotter
hop_length = 0.3                      # nm, assumed atomic step
lengths = (25.0, 50.0, 100.0)         # nm
step = 0.25                           # nm, grid spacing


def transport_matrix(size, diff, pull):
    """Finite-volume generator for J = -diff (dc/dx - pull c), closed ends."""
    n = int(round(size / step))
    middle = (np.arange(n) + 0.5) * step
    d = diff(middle) * np.ones(n)
    g = pull(middle) * np.ones(n)
    width = np.full(n + 1, step)
    width[[0, -1]] = step / 2
    right = d * (1 / step + g / 2)    # flux per unit concentration on the left
    left = d * (1 / step - g / 2)     # back flux per unit concentration on the right
    matrix = np.zeros((n + 1, n + 1))
    i = np.arange(n)
    matrix[i, i] -= right / width[i]
    matrix[i, i + 1] += left / width[i]
    matrix[i + 1, i] += right / width[i + 1]
    matrix[i + 1, i + 1] -= left / width[i + 1]
    return matrix, width


def steady_profile(matrix, width):
    """Stationary profile with mean concentration one."""
    system = matrix.copy()
    system[0] = width / width.sum()
    rhs = np.zeros(len(width))
    rhs[0] = 1.0
    return np.linalg.solve(system, rhs)


def uniform_case(size, u):
    return transport_matrix(size, lambda x: diffusivity, lambda x: u / size)


def slow_time(size, u):
    return size**2 / (diffusivity * (np.pi**2 + u**2 / 4))


def ends_after(size, u, time):
    """Mode series for both end concentrations, uniform start of value one."""
    n = np.arange(1, 301)
    q, a, sign = n * np.pi, u / 2, (-1.0)**n
    amplitude = 4 * a * q**2 * (1 - sign * np.exp(-a)) / (a**2 + q**2)**2
    decay = np.exp(-diffusivity * (q**2 + a**2) * time / size**2)
    anode = u / np.expm1(u) + np.sum(amplitude * decay)
    cathode = u * np.exp(u) / np.expm1(u) + np.exp(a) * np.sum(sign * amplitude * decay)
    return anode, cathode


u = charge * voltage / (KB * temperature)
ratio = np.exp(u)

# Drift and diffusion of a biased hopping walk give drift/D = force/(kT)
bias = 0.05                           # force times hop length over kT
sites = np.arange(-200, 201)
forward, backward = np.exp(bias / 2), np.exp(-bias / 2)
walk = np.diag(np.full(400, forward), -1) + np.diag(np.full(400, backward), 1)
walk -= np.diag(walk.sum(axis=0))
start = np.zeros(401)
start[200] = 1.0
walk_time = 300.0
spread = expm(walk * walk_time) @ start
walk_mean = spread @ sites
walk_variance = spread @ sites**2 - walk_mean**2
walk_quotient = (walk_mean / walk_time) / (walk_variance / (2 * walk_time))
assert abs(walk_quotient / bias - 1) < 1e-3   # finite bias costs about bias^2/12

# Steady ratio, profile and decay rates, for both signs of the charge
for z in (charge, -2.0):
    uz = z * voltage / (KB * temperature)
    matrix, width = uniform_case(length, uz)
    profile = steady_profile(matrix, width)
    s = np.linspace(0, 1, len(profile))
    assert abs(profile[-1] / profile[0] / np.exp(uz) - 1) < 1e-4
    assert np.allclose(profile, uz * np.exp(uz * s) / np.expm1(uz), rtol=1e-4)
    rates = np.sort(-np.linalg.eigvals(matrix).real)[:4]
    modes = np.arange(1, 4)
    expected = diffusivity * ((modes * np.pi)**2 + uz**2 / 4) / length**2
    assert abs(rates[0]) < 1e-8
    assert np.allclose(rates[1:], expected, rtol=1e-3)

# Same voltage, or same field, in melts of different length; one-pulse transient
fixed_voltage, fixed_field, pulse_ratio = [], [], []
for size in lengths:
    matrix, width = uniform_case(size, u)
    profile = steady_profile(matrix, width)
    fixed_voltage.append(profile[-1] / profile[0])
    evolved = expm(matrix * pulse) @ np.ones(len(width))
    anode, cathode = ends_after(size, u, pulse)
    assert abs(evolved[0] / anode - 1) < 5e-4
    assert abs(evolved[-1] / cathode - 1) < 5e-4
    pulse_ratio.append(cathode / anode)
    profile = steady_profile(*uniform_case(size, u * size / length))
    fixed_field.append(profile[-1] / profile[0])
    assert abs(fixed_field[-1] / np.exp(u * size / length) - 1) < 1e-4
assert np.allclose(fixed_voltage, ratio, rtol=1e-4)

# Uneven diffusivity and uneven field with the same total voltage
uneven = steady_profile(*transport_matrix(
    length, lambda x: diffusivity * (1 + 5 * (x / length)**2),
    lambda x: u / length * (1 + 0.8 * np.cos(np.pi * x / length))))
uneven_ratio = uneven[-1] / uneven[0]
assert abs(uneven_ratio / ratio - 1) < 1e-4


# Self-heating: heat equation with Wiedemann-Franz conduction, cooled ends
def heated_log_ratio(volts):
    root = np.sqrt(LORENZ)
    return 2 * charge * root / KB * np.arctan(volts / (2 * root * temperature))


def heated_numeric(volts):
    """Scaled temperature, heat flow and running integral of T0/T."""
    source = volts**2 / (LORENZ * temperature**2)
    grid = np.linspace(0, 1, 101)
    guess = np.vstack([np.ones(101), np.zeros(101), grid])
    solution = solve_bvp(
        lambda x, y: np.vstack([y[1] / y[0], -source * np.ones_like(x), 1 / y[0]]),
        lambda y0, y1: np.array([y0[0] - 1, y1[0] - 1, y0[2]]),
        grid, guess, tol=1e-8, max_nodes=20000)
    assert solution.success
    exponent = charge * volts / (KB * temperature) * solution.y[2, -1]
    return exponent, temperature * solution.sol(0.5)[0]


for volts in (voltage, 0.4):
    exponent, peak = heated_numeric(volts)
    assert abs(exponent / heated_log_ratio(volts) - 1) < 1e-5
    assert abs(peak / np.sqrt(temperature**2 + volts**2 / (4 * LORENZ)) - 1) < 1e-5
heated_u, peak_temperature = heated_numeric(voltage)
high_u, high_peak = heated_numeric(0.4)
heating_cap = charge * np.pi**2 / np.sqrt(3)
huge = 1000.0                         # V, only to reach the formal limit
integral = quad(lambda t: huge * np.sin(2 * t) / np.sqrt(
    temperature**2 + huge**2 * np.sin(2 * t)**2 / (4 * LORENZ)),
    0, np.pi / 2, points=[0.001, np.pi / 2 - 0.001], limit=300)[0]
assert abs(charge / KB * integral / heating_cap - 1) < 1e-3

# Unequal end temperatures: linear profile and constant Soret coefficient
hot_end = temperature + end_difference
drift_part = charge * voltage / KB * np.log(hot_end / temperature) / end_difference
soret_part = -soret * end_difference
gradient_u = drift_part + soret_part
gradient = steady_profile(*transport_matrix(
    length, lambda x: diffusivity,
    lambda x: charge * voltage / length / (KB * (temperature + end_difference * x / length))
    - soret * end_difference / length))
assert abs(np.log(gradient[-1] / gradient[0]) - gradient_u) < 1e-4


# Finite concentration: site exclusion, zero flux means dc/ds = u c (1 - c)
def crowded_log_ratio(mean):
    def integrate(first):
        return solve_ivp(lambda s, y: [u * y[0] * (1 - y[0]), y[0]], (0, 1),
                         [first, 0.0], rtol=1e-10, atol=1e-13).y[:, -1]
    first = brentq(lambda c: integrate(c)[1] - mean, mean * 0.2, mean, xtol=1e-14)
    return np.log(integrate(first)[0] / first)


crowded = {}
for mean in (mean_percent / 100, 0.2):
    crowded[mean] = crowded_log_ratio(mean)
    assert abs(crowded[mean] - u * (1 - mean)) < 1e-6

field = voltage / (length * 1e-7)     # V/cm
anode_steady = mean_percent * u / np.expm1(u)
print("INPUTS (round model values)")
print(f"temperature: {temperature:.0f} K")
print(f"melt length: {length:.0f} nm")
print(f"voltage across melt: {voltage:.2f} V")
print(f"diffusivity: {diffusivity_cm2_s:.1e} cm2/s")
print(f"effective charge number: {charge:+.2f}")
print(f"mean concentration: {mean_percent:.2f} at.%")
print(f"melt resistivity: {resistivity * 1e3:.1f} mohm cm")
print(f"pulse length: {pulse:.0f} ns")
print("STEADY STATE")
print(f"thermal voltage kT/e: {KB * temperature:.5f} V")
print(f"field: {field / 1e6:.3f} MV/cm")
print(f"current density: {field / resistivity / 1e6:.1f} MA/cm2")
print(f"drift velocity: {diffusivity * u / length:.4f} nm/ns")
print(f"exponent u: {u:.4f}")
print(f"steady ratio exp(u): {ratio:.4f}")
print(f"anode-end concentration: {anode_steady:.4f} at.%")
print(f"cathode-end concentration: {anode_steady * ratio:.4f} at.%")
print(f"numerical ratio, uneven D and field: {uneven_ratio:.4f}")
print("LENGTH COMPARISON (numerical steady ratios; series for pulse)")
for j, size in enumerate(lengths):
    print(f"L = {size:.0f} nm: ratio at fixed voltage {fixed_voltage[j]:.4f}, "
          f"at fixed field {fixed_field[j]:.4f}")
    print(f"  fixed voltage: slowest time {slow_time(size, u):.1f} ns, "
          f"ratio after pulse {pulse_ratio[j]:.4f}")
print("NEGLECTED EFFECTS")
print(f"hopping test: bias {bias:.3f}, drift/D times hop {walk_quotient:.6f}")
print(f"example bias per {hop_length:.1f} nm hop: {u * hop_length / length:.5f}")
print(f"Lorenz number: {LORENZ:.4e} V2/K2")
print(f"self-heated peak at {voltage:.1f} V: {peak_temperature:.1f} K")
print(f"self-heated exponent: {heated_u:.4f}, ratio {np.exp(heated_u):.4f}")
print(f"self-heated peak at 0.4 V: {high_peak:.0f} K")
print(f"exponent at 0.4 V: isothermal {4 * u * 0.1 / voltage:.4f}, heated {high_u:.4f}")
print(f"formal self-heating cap on exponent: {heating_cap:.4f}")
print(f"assumed Soret coefficient: {soret:.1e} 1/K")
print(f"assumed end difference, cathode hotter: {end_difference:.0f} K")
print(f"drift part {drift_part:.4f}, Soret part {soret_part:.4f}")
print(f"exponent with end difference: {gradient_u:.4f}, ratio {np.exp(gradient_u):.4f}")
for mean, value in crowded.items():
    print(f"site exclusion, mean fraction {mean:.2f}: exponent {value:.4f}, "
          f"ratio {np.exp(value):.4f}")
print("finished without a failed check")
```

Printed output:

```
INPUTS (round model values)
temperature: 900 K
melt length: 50 nm
voltage across melt: 0.10 V
diffusivity: 3.0e-05 cm2/s
effective charge number: +0.50
mean concentration: 1.00 at.%
melt resistivity: 1.0 mohm cm
pulse length: 50 ns
STEADY STATE
thermal voltage kT/e: 0.07756 V
field: 0.020 MV/cm
current density: 20.0 MA/cm2
drift velocity: 0.0387 nm/ns
exponent u: 0.6447
steady ratio exp(u): 1.9054
anode-end concentration: 0.7121 at.%
cathode-end concentration: 1.3567 at.%
numerical ratio, uneven D and field: 1.9054
LENGTH COMPARISON (numerical steady ratios; series for pulse)
L = 25 nm: ratio at fixed voltage 1.9054, at fixed field 1.3804
  fixed voltage: slowest time 20.9 ns, ratio after pulse 1.8150
L = 50 nm: ratio at fixed voltage 1.9054, at fixed field 1.9054
  fixed voltage: slowest time 83.6 ns, ratio after pulse 1.4268
L = 100 nm: ratio at fixed voltage 1.9054, at fixed field 3.6306
  fixed voltage: slowest time 334.2 ns, ratio after pulse 1.1951
NEGLECTED EFFECTS
hopping test: bias 0.050, drift/D times hop 0.049990
example bias per 0.3 nm hop: 0.00387
Lorenz number: 2.4430e-08 V2/K2
self-heated peak at 0.1 V: 955.2 K
self-heated exponent: 0.6194, ratio 1.8579
self-heated peak at 0.4 V: 1564 K
exponent at 0.4 V: isothermal 2.5788, heated 1.7373
formal self-heating cap on exponent: 2.8491
assumed Soret coefficient: 1.0e-03 1/K
assumed end difference, cathode hotter: 50 K
drift part 0.6274, Soret part -0.0500
exponent with end difference: 0.5774, ratio 1.7814
site exclusion, mean fraction 0.01: exponent 0.6382, ratio 1.8932
site exclusion, mean fraction 0.20: exponent 0.5158, ratio 1.6749
finished without a failed check
```
